Counting the Zeeman lines of a donor-bound exciton in silicon

**Question**

I am trying to predict the magnetic-field splitting of the no-phonon luminescence line of an exciton bound to a neutral phosphorus-type donor in silicon. Before emission there are two electrons and a hole with j = 3/2; afterwards one electron is left on the donor. Four hole levels times two electron levels gives me eight combinations.

I am stuck on four points. Why don't the two electrons of the initial state add splittings of their own? How many of the eight combinations give electric-dipole lines, and which ones? Is a rule based on angular momentum allowed at all in a crystal, which has no full rotation symmetry? And would I see every allowed line as a separate peak, say at 1 T and 4.2 K?

**Answer**

Take the field B along the crystal axis [001], called z. The donor is substitutional, so its site has tetrahedral symmetry Td. There is no strain, and nuclear spin is ignored for now. The algebra is in atomic units, where the Bohr magneton is 1/2; the numbers are in µeV.

**The initial state: why the electrons drop out**

Both electrons sit in the same orbital φ, the donor ground state 1s(A1), a combination of the six conduction valleys that is unchanged by every operation of Td. The spatial function φ(r₁)φ(r₂) is symmetric under exchange, so the spin function must be antisymmetric:

(↑↓ − ↓↑)/√2.

In each term one spin contributes +1/2 and the other −1/2, so the linear Zeeman energy (B/2) g_e (S₁z + S₂z) vanishes. The pair has total spin zero, and the angular momentum of the complex is that of the hole.

A hole is a missing valence electron. A filled valence shell has zero angular momentum, so removing an electron with component m_v leaves

m_h = −m_v.

The energy changes sign in the same way. If the valence electron has Zeeman energy (B/2) g m_v, removing it changes the energy by −(B/2) g m_v = +(B/2) g m_h. In the atomic limit of a p electron, the state with m_v = 3/2 has L_z = 1 and S_z = 1/2, so L_z + 2S_z = 2 = g·(3/2) and g = 4/3. In the crystal the value differs, and cubic symmetry allows a second term. For a field along the unit vector n,

H_h = (B/2) [g₁ n·J + g₂ (n_x J_x³ + n_y J_y³ + n_z J_z³)].

For n along z this is diagonal in m_h:

E_h(m_h) = (B/2)(g₁ m_h + g₂ m_h³).

The electron left after emission has

E_e(m_e) = (B/2) g_e m_e, with m_e = ±1/2.

**Which transitions are allowed**

In emission, one of the paired electrons drops into the empty valence state. If the electron that drops has spin component σ, the one left behind has m_e = −σ. So the line m_h → m_e is governed by the one-electron matrix element between the donor orbital with spin −m_e and the valence state with m_v = −m_h. Signs from the ordering of the electrons disappear on squaring.

About the donor site the valence orbitals transform like x, y, z; call them p_x, p_y, p_z, and call the donor orbital s. Consider ⟨s|x|p_y⟩. A rotation by π about x keeps x and reverses p_y, so this element equals minus itself and is zero. The same argument removes every element with unequal labels. The threefold rotation about [111] permutes x, y and z, so the three remaining elements are equal:

⟨s|r_i|p_j⟩ = D δ_ij.

The dipole operator does not act on spin. It is therefore enough to know the spin content of the valence states. Start from the top state and define p₀ = p_z and p± = ∓(p_x ± i p_y)/√2:

|3/2, 3/2⟩ = p₊↑.

Apply J₋ = L₋ + S₋. On the left, J₋|3/2, 3/2⟩ = √3 |3/2, 1/2⟩. On the right, L₋p₊ = √2 p₀ and S₋↑ = ↓. Hence

|3/2, 1/2⟩ = (√2 p₀↑ + p₊↓)/√3.

Apply J₋ again. The left side gives 2|3/2, −1/2⟩. On the right, √2 p₀↑ gives 2p₋↑ + √2 p₀↓, and p₊↓ gives √2 p₀↓. Dividing the sum by 2√3,

|3/2, −1/2⟩ = (p₋↑ + √2 p₀↓)/√3.

One more step gives

|3/2, −3/2⟩ = p₋↓.

Now read off the transitions. For m_h = +3/2 the empty state is m_v = −3/2, that is p₋↓. Only a spin-down electron can fill it, which leaves a spin-up electron. So +3/2 → +1/2 is allowed and +3/2 → −1/2 is forbidden.

For m_h = +1/2 the empty state is m_v = −1/2, which contains both spins. Either electron of the pair can fill it, so both final states are reached. Reversing all signs gives the results for negative m_h.

The same rule follows from the photon's angular momentum. Let q = m_h − m_e be the component that the photon carries away. A dipole operator is a vector, so q can be 0 or ±1. The eight combinations have

+3/2 → +1/2: q = +1
+3/2 → −1/2: q = +2, forbidden
+1/2 → +1/2: q = 0
+1/2 → −1/2: q = +1
−1/2 → +1/2: q = −1
−1/2 → −1/2: q = 0
−3/2 → +1/2: q = −2, forbidden
−3/2 → −1/2: q = −1

Six transitions are allowed. The q = 0 lines are called π, with the dipole along B; the q = ±1 lines are called σ±, with the dipole rotating in the plane perpendicular to B.

**Why the crystal does not spoil the rule**

The derivation used simple p-like states, whereas the real hole has a complicated envelope, shaped by the crystal and by spin-orbit coupling. Symmetry shows that the pattern survives. Each improper operation of Td is an inversion times a proper rotation. Under that inversion factor, the vector r and the p-like hole state change sign, while the donor state does not. In ⟨donor|r|hole⟩ the two minus signs cancel, so the constraints are those of the cubic rotation group.

The 2 × 4 = 8 products of donor and hole states split, under full rotations, into a set with J = 1 (three members) and a set with J = 2 (five members). The J = 1 set transforms like the vector r. In a cubic field the J = 2 set splits into a pair and a triplet that behaves like yz, zx, xy. A pair cannot match a vector. The triplet does not either: under a quarter turn about z its trace is −1, because xy → −xy while the other two are interchanged, whereas the vector has trace +1, from z. So the vector occurs once, and all dipole elements between quartet and doublet are fixed by a single constant D. A numerical solution of the Td invariance conditions for the most general dipole matrix likewise leaves one free constant, with the pattern found above.

This holds for matrix elements at zeroth order in the field. It also requires the no-phonon line. Silicon has an indirect gap, and in this line the donor potential supplies the missing crystal momentum. That affects the size of D but not the ratios. In a phonon replica the phonon has a symmetry of its own, so the present count need not apply.

**How bright the lines are**

Define the strength S as the sum of |⟨r_i⟩|² over i = x, y, z. For p₀ the only contribution is |D|² from z. For p₊ or p₋, x and y contribute |D|²/2 each, again |D|² in total. The weights in the valence states then give

S(±3/2 → ±1/2) = |D|²
S(±1/2 → ±1/2) = (2/3)|D|²
S(±1/2 → ∓1/2) = (1/3)|D|²

with upper or lower signs taken together. Each hole level has total strength |D|², so no level is dark. These values agree with the squared Clebsch-Gordan coefficients ⟨1 q; ½ m_e | 3/2 m_h⟩², in units of |D|².

What you see depends on where you stand, because light is polarised perpendicular to its direction of travel. Looking across the field, along x, you collect the y and z components. A π line keeps its full strength and a σ line keeps half:

outer σ : π : inner σ = 1/2 : 2/3 : 1/6 = 3 : 4 : 1.

"Outer" here means the m_h = ±3/2 levels, not the position in the spectrum. Looking along the field, you collect x and y. The π lines vanish and the σ lines keep their full strength, in the ratio 3 : 1. So six lines are visible across the field and four along it.

**Where the lines are, and when they merge**

The photon energy is initial minus final energy:

hν = E₀ + E_h(m_h) − E_e(m_e).

In units of B/2, write

a = (3/2)g₁ + (27/8)g₂
b = (1/2)g₁ + (1/8)g₂
e = g_e/2

for the energies of m_h = 3/2, m_h = 1/2 and m_e = 1/2. The six shifts are

±(a − e), ±(b − e), ±(b + e).

Lines merge if one of these numbers is zero or if two have equal magnitude. Going through the cases for e ≠ 0:

a − e = 0 gives a = e
b ∓ e = 0 gives b = ±e
a − e = b − e gives a = b
a − e = −(b − e) gives a + b = 2e
a − e = b + e gives a = b + 2e
a − e = −(b + e) gives a = −b
b − e = −(b + e) gives b = 0

The remaining case, b − e = b + e, needs e = 0. Away from these conditions there are six distinct energies.

An instructive limit is an isotropic hole (g₂ = 0) with the same g-factor as the electron, g₁ = g_e = g. Then

hν − E₀ = (B/2) g (m_h − m_e) = (B/2) g q,

and the six transitions collapse into three energies, one for each q. Six counts transitions between levels; the number of peaks also depends on the g-factors.

**Numbers at 1 T and 4.2 K**

Take round, rough values for a shallow donor: E₀ = 1.15 eV (1078.1 nm), g_e = 2, g₁ = 0.8, g₂ = 0.2. Then

a = 1.2 + 0.675 = 1.875
b = 0.4 + 0.025 = 0.425
e = 1.

At 1 T the energy unit (Bohr magneton times field) is 57.88 µeV. The shifts are

+3/2 → +1/2: (1.875 − 1) × 57.88 = +50.65 µeV
+1/2 → +1/2: (0.425 − 1) × 57.88 = −33.28 µeV
+1/2 → −1/2: (0.425 + 1) × 57.88 = +82.48 µeV

and the other three lines are their mirror images. From bottom to top the spectrum reads −82.5, −50.7, −33.3, +33.3, +50.7, +82.5 µeV. The total spread is about 165 µeV, or 155 pm in wavelength.

The lowest line does not come from the lowest hole level. That level, m_h = −3/2, would give a line at −166.4 µeV if it could leave the electron in +1/2, but this is one of the two forbidden combinations.

The smallest gap lies between the shifts 33.28 and 50.65 µeV, and again between their mirror images:

(a + b − 2e) × 57.88 µeV = 0.300 × 57.88 µeV = 17.4 µeV.

It is small because these g-factors lie close to the merging condition a + b = 2e. With these values and an assumed linewidth of 5 µeV, you should see six separate peaks at 1 T. The count is sensitive to the g-factors: if g₁ and g₂ are both 10% smaller, this gap is only 4.1 µeV and neighbouring lines start to merge. For the values above, the gap is proportional to B and equals the linewidth at 5/17.37 = 0.29 T. Six maxima begin to show near that field; a clean separation needs a higher one.

If the hole levels reach thermal equilibrium before recombination, their populations follow exp(−E_h/kT), with kT = 361.9 µeV. From m_h = −3/2 up to +3/2 they are 0.330, 0.261, 0.228 and 0.181. Multiply by the strengths seen across the field. The σ line from −3/2 gets 0.330 × 1/2 = 0.165, and the π line from −1/2 gets 0.261 × 2/3 = 0.174. The π line is slightly brighter although its level is less populated. As shares of all the light seen across the field, these two lines have 0.248 and 0.263. The weakest line, +1/2 → −1/2, has 0.057.

In absorption the six energies are the same, but the weights come from the electron levels. Each of them connects to three hole levels, with total strength (1 + 2/3 + 1/3)|D|² = 2|D|². The electron levels are 2e × 57.88 = 115.8 µeV apart, so in equilibrium at 4.2 K the upper one has exp(−115.8/361.9) = 0.73 of the population of the lower.

**When the two missing lines appear**

The axes [100] and [010] are equivalent to [001]. Turn the field away from all three, and the g₂ term is no longer diagonal in the component of J along B. For B along [111] the Hamiltonian has threefold symmetry about the field, so it can mix components that differ by 3, namely +3/2 and −3/2. The upper level, mostly +3/2, then contains a little −3/2, and this part can emit to m_e = −1/2. For B along [110] the symmetry is twofold, and +3/2 mixes with −1/2, which also emits to m_e = −1/2.

With the g-factors above, the nominally forbidden strength is 1.9 × 10⁻³ |D|² for [110] and 1.6 × 10⁻³ |D|² for [111]. A misalignment of 5° from [001] towards [111] gives 9 × 10⁻⁵ |D|². These values do not depend on B, because the mixing term and the level separations both grow linearly with the field. If g₂ = 0, the Hamiltonian depends on n·J alone, its eigenstates have a definite component along B, and the two lines stay closed for every field direction.

**How far to trust this for a real sample**

The g-factors and photon energy are rough values of the size found for shallow donors in silicon, and the estimates below also use rough inputs.

Strain is the first thing to check. Suppose it splits the hole quartet by 5 µeV at zero field. If the strain term has the form J_x² − J_y², it mixes levels and opens the forbidden lines with a strength of about 2 × 10⁻⁴ |D|² at 1 T. If it has the form J_z², it opens nothing but shifts the ±3/2 levels relative to ±1/2 by 5 µeV. One of the two 17.4 µeV gaps then grows to about 22 µeV and the other shrinks to about 12 µeV. At low field, where strain and Zeeman energies are comparable, a general strain mixes the hole levels appreciably, and m_h is then only an approximate label.

The diamagnetic energy of a carrier of mass m is B²⟨x² + y²⟩/(8m), with ⟨x² + y²⟩ = 2r²/3 for a spherical cloud of rms radius r. Two loosely bound carriers with r = 5 nm and m = 0.2 electron masses give 3.7 µeV at 1 T. The part common to all hole levels moves the whole pattern. A part that depends on |m_h| changes the small gaps. Because this energy grows as B² and the gap as B, the full estimate would equal the gap near 17.4/3.7 ≈ 5 T.

The donor nucleus, if it has spin 1/2 and a coupling of about 0.12 GHz, splits each optical line into a doublet 0.25 µeV apart. (The electron levels themselves also carry the nuclear Zeeman energy, about 0.07 µeV at 1 T for phosphorus, but it cancels in a transition that conserves nuclear spin.) That is hidden under a 5 µeV linewidth; with much narrower lines, each of the six would become a doublet. An excited bound-exciton state 4 meV higher would have a Boltzmann factor of 1.6 × 10⁻⁵ at 4.2 K. If one electron is lifted into the five other valley combinations, there are about 20 such states for each ground state, and their total population is then of order 3 × 10⁻⁴. Radiation beyond the dipole term has the relative scale (kr)² ≈ 1.7 × 10⁻³ for r = 2 nm and refractive index 3.5. This is a scale rather than a predicted line strength, since the no-phonon dipole element is itself set by the donor core. A very faint line at ±166 µeV would therefore not contradict the dipole rule.

So at 1 T and 4.2 K, with the g-factors used here, lines about 5 µeV wide and small strain, expect six resolved peaks when looking across the field and four when looking along it. For a real sample, first put measured g-factors into both small gaps, a + b − 2e (π to outer σ) and b + 2e − a (outer to inner σ), because a change of 10% can make lines merge or change which gap is the smallest. With g₁ = 0.8 and g₂ = 0.24, for example, they are 25.5 and 24.3 µeV at 1 T. Along the field the π lines are absent, so only b + 2e − a matters there. The full list of levels, strengths and shifts is in the numerical output below.

Table of computed values

```
level combinations: 8; allowed: 6
lines seen across field: 6; along field: 4
independent dipole constants in Td: 1
atomic-limit hole g-factor: 1.3333
inputs: g1 = 0.8, g2 = 0.2, ge = 2.0
inputs: field = 1.0 T, temperature = 4.2 K
zero-field photon energy = 1.15 eV; wavelength = 1078.1 nm
Bohr magneton x field = 57.88 micro-eV
thermal energy = 361.9 micro-eV
a, b, e = 1.875, 0.425, 1.000 (Bohr magneton x field)
hole level -1.5: energy -108.53 micro-eV, population 0.330
hole level -0.5: energy -24.60 micro-eV, population 0.261
hole level +0.5: energy +24.60 micro-eV, population 0.228
hole level +1.5: energy +108.53 micro-eV, population 0.181
m_h -> m_e | polarisation | strength/D^2 | across/D^2 | shift (micro-eV) | thermal share across
-1.5 -> -0.5 | sigma-    | 1.0000 | 0.5000 | -50.65 | 0.248
-1.5 -> +0.5 | forbidden | 0.0000 | 0.0000 | -166.42 | 0.000
-0.5 -> -0.5 | pi        | 0.6667 | 0.6667 | +33.28 | 0.263
-0.5 -> +0.5 | sigma-    | 0.3333 | 0.1667 | -82.48 | 0.066
+0.5 -> -0.5 | sigma+    | 0.3333 | 0.1667 | +82.48 | 0.057
+0.5 -> +0.5 | pi        | 0.6667 | 0.6667 | -33.28 | 0.229
+1.5 -> -0.5 | forbidden | 0.0000 | 0.0000 | +166.42 | 0.000
+1.5 -> +0.5 | sigma+    | 1.0000 | 0.5000 | +50.65 | 0.136
smallest gap between allowed lines = 17.37 micro-eV
total spread = 165.0 micro-eV = 154.7 pm
assumed linewidth = 5.0 micro-eV; field where gap equals it = 0.29 T
forbidden-line strength/D^2, field [110]: 1.86e-03
forbidden-line strength/D^2, field [111]: 1.58e-03
same, field tilted 5 deg from [001] towards [111]: 9.21e-05
rough diamagnetic shift = 3.7 micro-eV (2 carriers, radius 5.0 nm, mass 0.2 m_e)
rough hyperfine doublet = 0.25 micro-eV (coupling 0.12 GHz)
strain splitting 5.0 micro-eV: forbidden strength/D^2 = 2.35e-04
excited exciton level at 4.0 meV: Boltzmann factor = 1.6e-05
beyond-dipole scale (k r)^2 = 1.7e-03 (index 3.5, r = 2.0 nm)
```
